# Drain-Induced Barrier Lowering from the Quasi-Two-Dimensional Poisson Equation, part 1

(Sections cited here and not found follow in the second part.)

## 1. From the Poisson equation to the barrier top

**Definitions and conventions.** The algebra is in atomic units, with elementary charge \(e=1\), and Poisson's equation has its Gaussian form \(\nabla\cdot(\varepsilon\nabla\phi)=-4\pi\rho\). An electron at electrostatic potential \(\phi\) has potential energy \(-\phi\). Since \(e=1\), potentials and energies share a unit; their numerical values are given in eV, and lengths are given in angstrom.

The channel is a semiconducting sheet in the plane \(z=0\). It runs from the source end \(x=0\) to the drain end \(x=L\) and is uniform along \(y\). Two equal gates at \(z=\pm d\) are held at one common potential \(\phi_g\), which is the applied gate voltage plus a constant work-function offset. A dielectric of constant \(\varepsilon\) fills the space between the gates.

The sheet responds to a field along \(x\) with a dipole moment per unit area \(P=\alpha E_x\). The polarizability \(\alpha\) has the dimension of a length, and so has the screening length

\[
s=4\pi\alpha . \tag{1}
\]

To connect \(s\) with a film of small thickness \(t\) and in-plane dielectric constant \(\varepsilon_\parallel\), compare energies. A lateral field \(E_x\) stores the energy \(\varepsilon_\parallel tE_x^2/8\pi\) per unit area in the film. If the surrounding dielectric is counted as reaching up to \(z=0\), the part \(\varepsilon tE_x^2/8\pi\) is already included. The sheet must supply the rest, so \(s=(\varepsilon_\parallel-\varepsilon)t\), as long as \(t\ll d\) and the potential drop across the film is negligible. This is positive only if \(\varepsilon_\parallel>\varepsilon\), which is assumed throughout; a gate dielectric of high permittivity can violate it.

Below threshold the mobile charge in the channel is neglected, and the sheet is taken to be undoped. In a very long channel, far from both contacts, the potential is then uniform and equal to \(\phi_g\). It is convenient to measure the potential from this value:

\[
u(x,z)=\phi(x,z)-\phi_g ,\qquad u(x,\pm d)=0 . \tag{2}
\]

The ends of the sheet are held at the source and drain potentials \(\phi_S\) and \(\phi_S+V\), with drain bias \(V\ge 0\). Hence

\[
u(0,0)=u_S=\phi_S-\phi_g,\qquad u(L,0)=u_D=u_S+V . \tag{3}
\]

Relative to the source end, an electron in the sheet has the energy \(-(\phi-\phi_S)=u_S-u\). For \(u_S>0\) the channel is therefore a barrier, and its top lies where \(u\) is smallest. A long channel has \(u=0\) in its middle and a barrier of height \(u_S\).

**Field equations.** In the dielectric there is no free charge, so \(u_{xx}+u_{zz}=0\), where subscripts denote derivatives. The sheet carries the polarization charge per unit area

\[
\sigma=-\frac{dP}{dx}=-\alpha\frac{dE_x}{dx}=\alpha\,u_{xx}(x,0), \tag{4}
\]

because \(E_x=-u_x\). Gauss's law across the sheet reads \(\varepsilon[E_z]=4\pi\sigma\), where the bracket denotes the value at \(z=0^+\) minus the value at \(z=0^-\). With \(E_z=-u_z\) this becomes

\[
\varepsilon\,[u_z]=-s\,u_{xx}(x,0). \tag{5}
\]

**A variational form.** The two field equations follow from one functional, the field energy per unit width along \(y\):

\[
F=\frac{1}{8\pi}\int_0^L\!dx\left\{\int_{-d}^{d}\!\varepsilon\,(u_x^2+u_z^2)\,dz+s\,u_x(x,0)^2\right\}. \tag{6}
\]

To verify this, vary \(u\) by \(\delta u\), which vanishes on the gates and on the end faces \(x=0\) and \(x=L\), where \(u\) is prescribed. Integration by parts in the upper half of the dielectric leaves the boundary term \(-\varepsilon u_z(x,0^+)\,\delta u\) on the sheet. The lower half leaves \(+\varepsilon u_z(x,0^-)\,\delta u\), because its outward normal has the opposite direction. The sheet term contributes \(-s\,u_{xx}\,\delta u\). Altogether

\[
\delta F=-\frac{1}{4\pi}\int_0^L\!dx\left\{\int_{-d}^{d}\!\varepsilon\,(u_{xx}+u_{zz})\,\delta u\,dz+\big(\varepsilon[u_z]+s\,u_{xx}\big)\delta u\Big|_{z=0}\right\}. \tag{7}
\]

Since \(\delta u\) is arbitrary, \(\delta F=0\) requires Laplace's equation in the dielectric and condition (5) on the sheet. The functional is quadratic and positive, so the stationary point is a minimum. An approximate potential can therefore be found by minimizing \(F\) within a restricted family of functions.

**Reduction to one dimension.** Between a gate and a long, uniform sheet at fixed potential, the potential is linear in \(z\). Keep this shape while the sheet potential varies along \(x\):

\[
u(x,z)\simeq u(x)\left(1-\frac{|z|}{d}\right). \tag{8}
\]

From here on \(u(x)\) with one argument is the potential of the sheet. This is the quasi-two-dimensional approximation: the field has components along both \(x\) and \(z\), but a single function of \(x\) describes it. The ansatz also fixes the potential on the end faces, which is then linear between contact and gate. Two integrals over \(z\) are needed:

\[
\int_{-d}^{d}\left(1-\frac{|z|}{d}\right)^2dz=\frac{2d}{3},\qquad
\int_{-d}^{d}\frac{dz}{d^2}=\frac{2}{d}. \tag{9}
\]

The first multiplies \(\varepsilon u'^2\), and the second multiplies \(\varepsilon u^2\). Inserting (8) into (6) gives

\[
F=\frac{1}{8\pi}\int_0^L\left\{\left(s+\frac{2\varepsilon d}{3}\right)u'^2+\frac{2\varepsilon}{d}\,u^2\right\}dx . \tag{10}
\]

The Euler equation of (10) is \((s+2\varepsilon d/3)\,u''=(2\varepsilon/d)\,u\). Division by \(s+2\varepsilon d/3\) yields the quasi-two-dimensional Poisson equation of the channel,

\[
u''=\frac{u}{\lambda^2},\qquad \lambda^2=\frac{d}{2\varepsilon}\left(s+\frac{2\varepsilon d}{3}\right)=\frac{sd}{2\varepsilon}+\frac{d^2}{3}. \tag{11}
\]

The length \(\lambda\) measures how far a disturbance at a contact reaches into the channel. It is set by a competition. The coefficient \(2\varepsilon/d\) is the pull of the gates towards \(u=0\). The coefficient \(s+2\varepsilon d/3\) is the cost of a lateral change of potential, paid partly in the sheet and partly in the dielectric. The term \(d^2/3\) comes from the lateral field in the dielectric. It may be dropped if \(s\gg 2\varepsilon d/3\), which is a demanding condition for an atomically thin sheet, because \(s\) is then itself small.

Take the round parameters \(s=100\) Å, \(d=10\) Å and \(\varepsilon=5\). Then \(sd/2\varepsilon=100\) Å\(^2\) and \(d^2/3=33.3\) Å\(^2\), so \(\lambda=11.5\) Å (21.8 bohr). Without the lateral field in the dielectric one would obtain 10.0 Å. These parameters illustrate the sheet model. A real layer 6.5 Å thick would need \(\varepsilon_\parallel\approx20\) to have this \(s\), and it is not thin compared with \(d\), so for such a layer the numbers are only approximate. With the gates 10 Å from its mid-plane and an out-of-plane constant between 5 and 7, its slowest decay length is 10.7 to 10.9 Å, some 7 to 8 percent below the sheet value found from (13).

**How good is the linear profile?** The field equations have separable solutions that are even in \(z\) and vanish on the gates:

\[
u\propto e^{\pm\kappa x}f(z),\qquad f(z)=\sin\kappa(d-|z|). \tag{12}
\]

The \(x\) dependence contributes \(+\kappa^2\) to Laplace's equation and the \(z\) dependence contributes \(-\kappa^2\), so the equation holds. The slope of \(f\) is \(-\kappa\cos\kappa d\) just above the sheet and \(+\kappa\cos\kappa d\) just below it. Condition (5) becomes \(-2\varepsilon\kappa\cos\kappa d=-s\kappa^2\sin\kappa d\), or

\[
\kappa\tan\kappa d=\frac{2\varepsilon}{s}. \tag{13}
\]

With \(y=\kappa d\) and \(q=2\varepsilon d/s\) this reads \(y\tan y=q\). For positive \(y\) the left side is negative between \(n\pi+\pi/2\) and \((n+1)\pi\), and it rises from zero to infinity between \(n\pi\) and \(n\pi+\pi/2\). There is thus one root in each interval of the second kind, \(n=0,1,2,\dots\). The smallest root \(\kappa_1\) gives the slowest decay, with length \(\lambda_1=1/\kappa_1\).

Now compare \(\lambda\) with \(\lambda_1\). From (11), \(\lambda^2/d^2=1/q+1/3\), and for the slowest mode \(\lambda_1^2/d^2=1/y^2\). Using \(1/q=\cot y/y\),

\[
\frac{\lambda^2}{\lambda_1^2}=y\cot y+\frac{y^2}{3},\qquad 0<y<\frac{\pi}{2}. \tag{14}
\]

The partial-fraction expansion of the cotangent is \(y\cot y=1-2\sum_{n\ge1}y^2/(n^2\pi^2-y^2)\). Since \(\sum_{n\ge1} 1/n^2=\pi^2/6\), the other term can be written as \(y^2/3=2\sum_{n\ge1} y^2/(n^2\pi^2)\). Their sum is

\[
\frac{\lambda^2}{\lambda_1^2}=1-2\sum_{n\ge1}\frac{y^4}{n^2\pi^2\,(n^2\pi^2-y^2)} . \tag{15}
\]

Every term of the sum is positive and grows with \(y\). The ratio therefore falls steadily from 1 at \(y\to0\), where the sheet is strongly polarizable, to its limit at \(y\to\pi/2\), where the sheet hardly polarizes. By (14) that limit is \(\pi^2/12\). Hence

\[
\frac{\pi}{\sqrt{12}}<\frac{\lambda}{\lambda_1}<1 \tag{16}
\]

for all positive \(s\), \(d\) and \(\varepsilon\), the lower bound being about 0.907. The linear profile underestimates the decay length, by less than ten percent. For the parameters above, (13) gives \(\lambda_1=11.62\) Å, so \(\lambda\) is 0.7 percent short. The second mode decays within 2.9 Å. Beyond a few times this distance from a contact, a single exponential describes each contact's influence.

Equation (13) also shows a limit to scaling. For \(s\to0\) the slowest mode has \(\lambda_1\to 2d/\pi\), since \(y\to\pi/2\). However weakly the sheet polarizes, the contacts reach into the channel over a length comparable with the distance to the gate.

**Solution between the contacts.** Let \(\ell=L/\lambda\). The general solution of (11) is

\[
u(x)=P\,e^{x/\lambda}+Q\,e^{-x/\lambda}, \tag{17}
\]

and the boundary values require \(P+Q=u_S\) and \(Pe^{\ell}+Qe^{-\ell}=u_D\). Subtracting \(e^{-\ell}\) times the first condition from the second eliminates \(Q\); subtracting the second from \(e^{\ell}\) times the first eliminates \(P\). The results are

\[
P=\frac{u_D-u_Se^{-\ell}}{2\sinh\ell},\qquad Q=\frac{u_Se^{\ell}-u_D}{2\sinh\ell}. \tag{18}
\]

Collecting the terms with \(u_S\) and with \(u_D\) gives the equivalent form

\[
u(x)=\frac{u_S\sinh\big((L-x)/\lambda\big)+u_D\sinh(x/\lambda)}{\sinh(L/\lambda)} . \tag{19}
\]

**The barrier top.** Let \(u_S>0\). Because \(u_D\ge u_S\), the coefficient \(P\) is positive. If \(Q\) is positive as well, (17) has one minimum, at which the derivative \((Pe^{x/\lambda}-Qe^{-x/\lambda})/\lambda\) vanishes. The two terms of (17) are then equal, and

\[
x_m=\frac{\lambda}{2}\ln\frac{Q}{P}=\frac{\lambda}{2}\ln\frac{u_Se^{\ell}-u_D}{u_D-u_Se^{-\ell}},\qquad u_{\min}=2\sqrt{PQ}. \tag{20}
\]

The minimum must lie inside the channel. The condition \(x_m>0\) means \(Q>P\), which by (18) is \(u_S(e^{\ell}+e^{-\ell})>2u_D\), or

\[
u_D<u_S\cosh\ell . \tag{21}
\]

The condition \(x_m<L\) means \(Q<Pe^{2\ell}\), which rearranges to \(u_S<u_D\cosh\ell\). This holds because \(u_D\ge u_S\) and \(\cosh\ell>1\). When (21) fails, the potential rises from the source end onwards and no barrier is left between source and drain.

The product of the numerators in (18) is

\[
(u_D-u_Se^{-\ell})(u_Se^{\ell}-u_D)=u_Su_D(e^{\ell}+e^{-\ell})-u_S^2-u_D^2 , \tag{22}
\]

so that

\[
u_{\min}=\frac{\sqrt{2u_Su_D\cosh\ell-u_S^2-u_D^2}}{\sinh\ell}. \tag{23}
\]

The height of the barrier seen from the source end is \(u_S-u_{\min}\).

**Why half the length appears.** For a long channel, \(\ell\gg1\) at fixed \(u_S\) and \(u_D\), (20) and (23) become

\[
x_m\simeq\frac{L}{2}-\frac{\lambda}{2}\ln\frac{u_D}{u_S},\qquad u_{\min}\simeq2\sqrt{u_Su_D}\;e^{-L/2\lambda}. \tag{24}
\]

In this limit \(u(x)\) is the sum of a source tail \(u_Se^{-x/\lambda}\) and a drain tail \(u_De^{-(L-x)/\lambda}\). The product of the tails is \(u_Su_De^{-L/\lambda}\) at every \(x\). At the minimum of the sum they are equal, so each has the value \(\sqrt{u_Su_D}\,e^{-L/2\lambda}\). The drain has to influence the barrier top, which lies near mid-channel, and not the source end. This is the origin of the decay length \(2\lambda\). A larger drain bias moves the top towards the source, but by a distance that grows only logarithmically.

## 2. Threshold shift and its dependence on length

**Symbols and results carried over.** The sheet potential \(u\) is measured from its long-channel value, which the gates set. Its end values are \(u_S\) at the source and \(u_D=u_S+V\) at the drain, where \(V\) is the drain bias. The channel has length \(L\), and \(\ell=L/\lambda\). The gates lie at distance \(d\) from the sheet in a dielectric \(\varepsilon\), the sheet has screening length \(s\), and \(\lambda^2=sd/2\varepsilon+d^2/3\). The barrier seen from the source end is \(u_S-u_{\min}\), with \(u_{\min}\) from (23), provided that (21) holds. The slowest mode of the full sheet problem has decay constant \(\kappa_1=1/\lambda_1\), the smallest root of (13).

**Definition of threshold.** In a channel long enough for tunnelling to be negligible, the current below threshold is carried by electrons thermally excited over the barrier, and the barrier height controls it. Threshold is defined here as the gate setting at which this height has a prescribed value \(B>0\):

\[
u_S-u_{\min}=B . \tag{25}
\]

A criterion of constant current would in general give a different shift, because the current also depends on \(V\) at fixed barrier height: through electrons injected from the drain when \(V\) is not large compared with the thermal energy, and through tunnelling in short channels.

By (3) the gate potential is \(\phi_g=\phi_S-u_S\), and it follows the applied gate voltage one to one. If the drain bias raises the value of \(u_S\) needed to satisfy (25), the threshold voltage falls by the same amount:

\[
\Delta V_T=V_T(0)-V_T(V)=u_S(V)-u_S(0). \tag{26}
\]

The drain-induced barrier lowering is quoted as the ratio \(R=\Delta V_T/V\), which is dimensionless.

This part has derived the channel's decay length \(\lambda\) and the height of the barrier top, and has defined threshold by a fixed barrier height. It remains to solve that condition for \(u_S\) and find how the ratio \(R=\Delta V_T/V\) depends on channel length.
